# Why Capacitance–Voltage Integration Misses Switched Charge in Ferroelectric Films

## Two measurements that disagree

A 10 nm ferroelectric capacitor is swept from −3 V to +3 V in two ways. In a fast loop measurement, the current is integrated and the electrode charge changes by about 53 µC/cm². In a capacitance–voltage (C-V) measurement, a 50 mV sine rides on a stepped bias, and the area under the curve is about 13 µC/cm². For a linear dielectric the two results would agree.

The missing 39 µC/cm² is the charge of irreversible switching. A region that switches at its threshold delivers its charge once and stays switched when the small ac field reverses. The C-V curve records charge that goes back and forth with the ac field. Its area is therefore mainly a different charge, not a poor estimate of the switched one.

These figures come from a model with rough parameters in the regime of a hafnium–zirconium oxide film. Fields are in MV/cm and charges in µC/cm². At 10 nm thickness, 1 MV/cm corresponds to 1 V, so a slope in µC/cm² per MV/cm has the same numerical value in µF/cm².

## Reversible branches and irreversible jumps

Describe the film as many independent hysterons, each a two-state relay in the same uniform field $E$. A relay switches up at $\alpha=b+c$ on a rising field and down at $\beta=b-c$ on a falling field. Here $c\ge 0$ is its half-width and $b$ its offset. Their densities $g(c)$ and $f(b)$ are independent and normalized. Thresholds do not depend on time.

Each state also has a reversible dielectric response. Let the charge density be

$$D_\pm(E)=\varepsilon_0\varepsilon_r E\pm q(E),\qquad q(E)=P_0-\varepsilon_0\kappa E_1\ln\cosh(E/E_1).$$

The upper sign is the up state. Since $q$ is even, $D_-(-E)=-D_+(E)$, as symmetry between the states requires. Differentiation gives the relative permittivities $\varepsilon_r\mp\kappa\tanh(E/E_1)$: a state is softer when the field opposes its polarization.

If a fraction $n$ of the relays is up, then

$$D=nD_++(1-n)D_-=\varepsilon_0\varepsilon_rE+Mq(E),\qquad M=2n-1.$$

Both $E$ and $M$ can change, so the product rule gives

$$dD=\left[\varepsilon_0\varepsilon_r+Mq'(E)\right]dE+q(E)\,dM.$$

The bracket is the capacitance per unit area, multiplied by thickness, with all relays frozen. The last term is switching: one relay going up changes its $M$ by 2 and delivers $2q$.

On an up-sweep from saturation, $n$ is the fraction of relays with $\alpha\le E$. Relays of half-width $c$ reach threshold at $E$ if $b=E-c$, so

$$\frac{dn}{dE}=p(E)=\int_0^\infty g(c)f(E-c)\,dc,\qquad \frac{dM}{dE}=2p(E).$$

The loop slope is therefore the frozen-state slope plus $2q(E)p(E)$.

## What the ac field can see

Now hold the bias at $E_b$ and add $a\sin\theta$. The field covers the window from $E_b-a$ to $E_b+a$. During an up-sweep there are three cases.

- If neither threshold lies in the window, the relay keeps its state.
- If one threshold lies inside, the relay can switch at most once. With $\alpha$ inside and $\beta$ below the window, it goes up at the first crossing and stays up. With $\beta$ inside and $\alpha$ above, it is still down and remains so.
- If both lie inside, it switches up and down in every cycle. This requires $\alpha-\beta=2c<2a$, hence $c<a$.

The second case carries most of the switched charge when few relays are narrower than $a$. That charge flows while the bias is settling. Once the cycle has settled, it repeats and has no net change of $M$.

The meter reports the in-phase fundamental

$$D_1=\frac1\pi\int_0^{2\pi}D(\theta)\sin\theta\,d\theta,$$

and $D_1/a$ is the measured slope. For frozen relays and small $a$, $D\approx D(E_b)+(\partial D/\partial E)_M\,a\sin\theta$, so $D_1/a$ is the bracket above.

For a relay with both thresholds in the window, define $x=(\alpha-E_b)/a$, $y=(\beta-E_b)/a$ and $r=c/a$, so that $x-y=2r$. Its state $s=\pm1$ is up from $\theta_1=\arcsin x$ to $\theta_2=\pi-\arcsin y$. Write $s$ as −1 plus 2 during the up interval. The constant has no sine component, and

$$s_1=\frac2\pi\int_{\theta_1}^{\theta_2}\sin\theta\,d\theta=\frac2\pi\left(\cos\theta_1-\cos\theta_2\right)=\frac2\pi\left(\sqrt{1-x^2}+\sqrt{1-y^2}\right).$$

The plus sign arises because $\cos\theta_2=-\sqrt{1-y^2}$.

Next integrate $s_1/a$ over bias. Since $|dE_b|=a|dx|$, the factor $a$ cancels. The condition $y\ge-1$ restricts $x$ to the range from $u=2r-1$ to 1, while $y$ runs from −1 to $-u$. Reversing the sign of $y$ shows that the two square roots contribute equally. Division by the full jump $\Delta s=2$ gives the visible share of the switching:

$$W(r)=\frac2\pi\int_u^1\sqrt{1-x^2}\,dx=\frac{\arccos u-u\sqrt{1-u^2}}{\pi},\qquad r<1,$$

and $W=0$ for $r\ge1$. The antiderivative used is $\tfrac12(x\sqrt{1-x^2}-\arccos x)$. A relay of negligible width has $W(0)=1$ and is fully visible; one with $c=a/2$ is half visible.

Direct demodulation of a single relay gave visible shares of 0.857, 0.252 and 0.000 for $c/a=0.2$, 0.7 and 1.1. The formula gives 0.858, 0.252 and 0.

For the whole film, the visible share is

$$V(a)=\int_0^a g(c)W(c/a)\,dc=a\int_0^1g(ar)W(r)\,dr.$$

Replacing $r$ by $1-r$ reverses $u$, and $\arccos(-u)=\pi-\arccos u$. Thus $W(r)+W(1-r)=1$ and $\int_0^1W\,dr=1/2$. If $g$ is finite and smooth near zero,

$$V(a)=\frac{g(0)a}{2}+\frac{5}{32}g'(0)a^2+\dots$$

The second coefficient is $\int_0^1rW\,dr$. Integration by parts turns it into $\tfrac12\int_0^1r^2(-W')\,dr$, with $-W'=(8/\pi)\sqrt{r(1-r)}$. Since $\int_0^1r^2\sqrt{r(1-r)}\,dr=5\pi/128$, the result is $5/32$.

The visible share vanishes with amplitude. It does not depend on $f(b)$, provided the bias sweep covers all the ac windows. The condition $c<a$ therefore also applies to a double loop, as in an antiferroelectric film, if that loop is represented by relays with two groups of offsets. The reversible branches would then need their own description.

## How large the missing charge is

The example uses $P_0=20$ µC/cm², $\varepsilon_r=30$, $\kappa=8$ and $E_1=1$ MV/cm. The half-widths follow a Gaussian with mean 1 and standard deviation 0.35 MV/cm, cut to the range 0 to 2. The offsets are centred on zero with standard deviation 0.25 MV/cm, cut at ±1. Every up-threshold then lies at or below the sweep limit $E_m=3$ MV/cm.

At the ends of the up-sweep, $M=-1$ and $M=+1$. With $\varepsilon_0=0.0885$ µC/cm² per MV/cm, the total charge is

$$2\varepsilon_0\varepsilon_rE_m+2q(E_m)\approx15.9+36.7\approx52.7\ \text{µC/cm}^2.$$

Integrating $dD$ over the sweep gives the charge balance

$$\int_{-E_m}^{E_m}C_{\rm frozen}\,dE=D(E_m)-D(-E_m)-2\langle q(\alpha)\rangle,$$

where $C_{\rm frozen}$ is the bracketed slope and the average runs over all relays. The switched charge $2\langle q(\alpha)\rangle$ is 39.3 µC/cm², which leaves 13.3 µC/cm² for the C-V area.

A relay population driven by the stepped bias and a sine of amplitude 0.05 MV/cm gave an area of 13.31 µC/cm², or 25% of the total charge. This percentage does not mean that a quarter of the switching was detected. The visible share of the switching was 0.055%, or about 0.02 µC/cm². The leading term $g(0)a/2$ gives 0.048%. For this Gaussian, $g'(0)/g(0)=1/0.35^2\approx8.2$ per MV/cm, and the second term raises the estimate to about 0.054%.

The measured area is slightly below the frozen-state value of 13.34 µC/cm², although visible switching adds charge. The reason is that the ac peak switches relays early, so the state at bias $E$ is close to $M(E+a)$. To first order, this changes the area by

$$-\varepsilon_0\kappa a\int\frac{dM}{dE}\tanh(E/E_1)\,dE=-2\varepsilon_0\kappa a\,\langle\tanh(\alpha/E_1)\rangle.$$

Putting $\alpha$ at its mean of 1 MV/cm gives about −0.05 µC/cm². Adding the visible 0.02 leaves −0.03, in agreement with the calculated difference. An area that fails to grow with ac amplitude is thus no proof that irreversible switching is absent.

The contrast is strongest where many relays switch. At 1 MV/cm, $p=0.93$ per MV/cm and $q=19.7$ µC/cm², so switching adds $2qp\approx36.7$ µF/cm² to the loop slope. The total slope is about 39 µF/cm², against a small-signal capacitance of 2.6 µF/cm²: a factor of 15.

## Why the butterfly peak is misleading

The C-V curve does have a peak near the switching region, at 0.5 MV/cm on the up-sweep. In this model it comes from the frozen-state permittivity $\varepsilon_r-\kappa M\tanh(E/E_1)$. At positive field the relays that are still down raise the permittivity. As $M$ passes through zero and becomes positive, the contribution changes sign.

The spread between the highest and lowest capacitance is 35% of $\varepsilon_0\varepsilon_r$ divided by thickness. With the same relays but $\kappa=0$, it is 1.3%, while the film still switches $2P_0=40$ µC/cm². In this model the peak marks a state-dependent dielectric response; its area does not count switching events. In real films, reversible motion of domain walls, which is left out here, can also add to a peak near the coercive field.

One may also try to rebuild a hysteresis loop by integrating the up and down C-V curves. By symmetry $C_{\rm down}(E)=C_{\rm up}(-E)$, so the opening of the rebuilt loop at zero field is

$$\int_0^{E_m}C_{\rm up}\,dE-\int_{-E_m}^0C_{\rm up}\,dE.$$

For negative fields $M\approx-1$, and the second integral is about $7.97-1.64=6.33$ µC/cm². The first is then $13.34-6.33=7.01$. The rebuilt loop opens by about 0.7 µC/cm² in this frozen-state limit and by about 0.6 µC/cm² at 50 mV, whereas the remanent opening $2P_r$ of the modelled film is 39.3 µC/cm².

## How real films change the numbers

A 10 nm film with a coercive field near 1 MV/cm, a relative permittivity near 30 and a remanent opening of a few tens of µC/cm² is a reasonable rough picture of a well-developed hafnium–zirconium oxide capacitor. The number of very narrow hysterons is much less certain, because the example takes it from the tail of a Gaussian. If half-widths were instead uniform from 0 to 2 MV/cm, then $g(0)=0.5$ per MV/cm and $V=0.5\times0.05/2=1.25\%$. The visible switched charge would rise to about 0.5 µC/cm², still a small part of the whole.

Real thresholds also depend on time. If a field $E$ lowers the switching barrier of a nucleating volume $v$ by $P_0vE$, thermal activation during time $t$ shifts a threshold by roughly

$$\Delta E=\frac{k_BT\ln(t/\tau_0)}{P_0v}.$$

For 300 K, $v=20$ nm³, an attempt time $\tau_0=10^{-12}$ s and an ac period of 10 µs, the shift is 0.17 MV/cm. Counting every relay with $c<a+\Delta E$ as fully visible gives an upper bound, within this estimate, of 1.1% or 0.4 µC/cm². If the barrier instead fell by $2P_0vE$, the energy gained by a fully reversed nucleus, the shift would be half as large. The volume is also an assumption, and a smaller one increases the shift in inverse proportion. The bound grows much faster, because it reaches into the main group of half-widths: it is about 3.7% for 10 nm³ and 21% for 5 nm³. The bound also depends on the number of narrow hysterons: with the uniform half-widths above, it is already about 11%, or 4 µC/cm², for 20 nm³. This estimate therefore does not guarantee a small visible share if the nucleating volume is much smaller or narrow hysterons are more numerous than in the Gaussian example.

A non-ferroelectric interface layer changes the field in the film. For a 0.5 nm layer of permittivity 25 and polarization $P_0$, the depolarizing field at zero voltage is 0.43 MV/cm. At 3 V the film field is about 2.4 instead of 3 MV/cm, which leaves only a few hundredths of a percent of the relays unswitched. In this estimate saturation survives, but the remanence can fall because some relays switch back at zero voltage. The layer also acts as a series capacitance of about 44 µF/cm². At a film field of 1 MV/cm it lowers the loop slope from 39 to about 21 µF/cm² but hardly changes the small-signal capacitance, so the factor of 15 found above drops to about 8. These numbers hold only for an ideally insulating layer. The layer itself would carry more than 10 MV/cm at 3 V, far above ordinary breakdown fields, so charge would probably leak through it or be trapped beside it and screen part of the polarization. Interactions between hysterons are also left out and could change the distribution that the ac field samples.

## What to do about it

To obtain switched charge, drive the film through switching and integrate the current. A fast saturated loop does this, and its opening at zero field is $2P_r$. Two equal positive pulses applied after negative saturation remove the reversible part. Let the offsets be symmetric about zero, as in the example, and let $M_r$ be the remanent value of $M$ after positive saturation. The first pulse starts at $D=-M_rP_0$, the second at $D=+M_rP_0$, and both reach the same $D(E_m)$. The difference between their charges is

$$[D(E_m)+M_rP_0]-[D(E_m)-M_rP_0]=2M_rP_0=2P_r.$$

This assumes complete switching in the first pulse and equal leakage in both. The opening $2P_r$ is not the same quantity as the switched charge $2\langle q(\alpha)\rangle$: it leaves out every relay that switches back before the field reaches zero. The two agree in the example, at 39.3 µC/cm², partly by accident of the parameters. With uniform half-widths $2P_r$ falls to about 36 µC/cm² while the switched charge stays near 39, and for a pinched or double loop $2P_r$ can be a small part of it. In such films the switched charge must be taken from the total loop charge minus the reversible part.

Integrating the dc current of a slow C-V sweep is less safe, because leakage has more time to add up. For a 2 eV barrier and a tunnelling mass of 0.2 electron masses, the estimated tunnelling current at 3 MV/cm is about $10^{-5}$ A/cm². This is a zero-temperature value; at 300 K the current, and the two bounds below, are nearly twice as large. If it flowed throughout a 0.5 ms loop sweep, it would supply only about 0.005 µC/cm², so tunnelling is negligible there for these parameters. For a 12 s sweep the same bound is about 130 µC/cm², which is too loose to rule out an error. The actual tunnelling charge is far smaller than this bound, since the current falls steeply at smaller fields and changes sign with the field, but it is still a few µC/cm² for each polarity in the 12 s sweep. All these values depend exponentially on the barrier and the mass: a mass of 0.1 instead of 0.2 would raise the current at 3 MV/cm by nearly four orders of magnitude. Leakage should therefore be checked even for the fast loop. Conduction through traps would come on top in both cases.

Raising the ac amplitude does not rescue the C-V method while it remains a small-signal measurement. At $a=1.5$ MV/cm the model's visible share is 32%, so the area under the curve still misses most of the switched charge. Yet the ac field is no longer small, and near zero bias most relays switch in every cycle. Over the full bias range the peak field would also reach 4.5 MV/cm, above a rough breakdown field of 4 MV/cm. Limiting the bias to ±1.5 MV/cm avoids this and leaves the visible share almost unchanged, because the relays that switch in every cycle do so at small bias.

The small-signal capacitance remains the right quantity for a circuit that makes small excursions about a fixed bias and state. For a write or a destructive read that reverses the polarization, the charge budget must include the jump $2q$ for each switched part of the film. The numerical output below gives the remaining details.

## Computed values

```
P0 = 20.0 uC/cm2; thickness = 10.0 nm
eps_r = 30.0; kappa = 8.0; E1 = 1.0 MV/cm
half-width mean, sigma = 1.00, 0.35 MV/cm
half-width range = 0 to 2.0 MV/cm
offset sigma, limit = 0.25, 1.00 MV/cm
sweep limit = 3.0 MV/cm = 3.0 V
ac amplitude = 0.050 MV/cm = 50 mV
eps0 = 0.08854 uC/cm2 per MV/cm
one relay c/a=0.2: simulated 0.8570, W 0.8576
one relay c/a=0.7: simulated 0.2523, W 0.2523
one relay c/a=1.1: simulated 0.0000, W 0.0000
g(0) = 0.01932 per MV/cm
linear law g(0)a/2 at small a = 0.0483 %
a=0.05 MV/cm: seen 0.0551 %, theory 0.0550 %
a=0.10 MV/cm: seen 0.1254 %, theory 0.1259 %
a=1.50 MV/cm: seen 32.0772 %, theory 32.0765 %
largest net M change in settled cycle = 0.0e+00
total up-sweep charge = 52.666 uC/cm2
switched charge 2<q> = 39.329 uC/cm2
total minus switched = 13.337 uC/cm2
frozen-state C-V integral = 13.337 uC/cm2
C-V integral at a=0.05 = 13.310 uC/cm2
C-V integral at a=0.10 = 13.291 uC/cm2
C-V integral extrapolated to a=0 = 13.329 uC/cm2
C-V integral / total charge = 25.3 %
visible switched charge, 2 P0 share = 0.0220 uC/cm2
remanent 2Pr = 39.31 uC/cm2
up-threshold density at 1.0 MV/cm = 0.9316 per MV/cm
q at 1.0 MV/cm = 19.693 uC/cm2
loop slope there = 39.25 uF/cm2
loop slope, theory = 39.35 uF/cm2
small-signal C there = 2.606 uF/cm2
slope / small-signal C = 15.1
C-V peak = 2.893 uF/cm2 at 0.50 MV/cm
C-V spread / mean-permittivity C = 35.4 %
same spread for kappa=0 = 1.32 %
thermal inputs: 300 K, 20 nm3, 1e-12 s, 1e-05 s
thermal threshold shift = 0.167 MV/cm
thermal bound on visible share = 1.05 %
thermal bound on visible charge = 0.421 uC/cm2
tunnel barrier = 2.0 eV; mass ratio = 0.2
tunnel current at sweep limit = 1.08e-05 A/cm2
leakage bound, 0.5 ms loop sweep = 5.38e-03 uC/cm2
leakage bound, 12 s C-V sweep = 129.1 uC/cm2
interface layer = 0.5 nm, permittivity 25
its depolarizing field = 0.426 MV/cm
top film field with layer = 2.404 MV/cm
share left unswitched by layer = 0.027 %
sweep limit / rough breakdown field 4 MV/cm = 0.75
```
